# Donolato's Lemma for Carrier Collection with Position-Dependent Diffusivity and Lifetime

Let \(\Omega\) be the quasi-neutral base of a junction device, p-type for definiteness, so that the minority carriers are electrons. Its boundary has two parts: the edge \(J\) of the depletion region, and the remaining surfaces \(\Sigma\), where carriers recombine with surface velocity \(S(\mathbf r)\ge 0\). The outward normal is \(\boldsymbol\nu\), and \(\partial_\nu=\boldsymbol\nu\cdot\nabla\). The equilibrium electron density is \(n_0(\mathbf r)\), the excess over it is \(n(\mathbf r)\), and \(\mathbf F\) is the particle flux. The diffusivity \(D(\mathbf r)\) and lifetime \(\tau(\mathbf r)\) are positive and, like \(n_0\), smooth. The algebra uses atomic units, in which the elementary charge is 1, so a voltage \(V\) can be compared directly with the thermal energy \(kT\). The numerical example uses engineering units.

The collection probability \(f(\mathbf r)\) is the steady electron flux through \(J\), with the junction at short circuit, per unit rate of generation at \(\mathbf r\). In low injection, where \(n\) is far below the hole density, the statement to be proved is

\[
f(\mathbf r)=\frac{n_{\rm dark}(\mathbf r)/n_0(\mathbf r)}{e^{V/kT}-1},
\]

where \(n_{\rm dark}\) is the excess density in the dark at forward bias \(V\). If \(n_0\) is uniform, the denominator times \(n_0\) is the excess density at the junction edge, and \(f(\mathbf r)=n_{\rm dark}(\mathbf r)/n_{\rm dark}(J)\). This is Donolato's lemma in its simple form, and it holds for any smooth \(D(\mathbf r)\) and \(\tau(\mathbf r)\). If \(n_0\) varies, the density must first be divided by its local equilibrium value.

The first step is the transport law. The total electron density \(n_0+n\) diffuses and drifts with some velocity \(\mathbf w(\mathbf r)\). In equilibrium the flux vanishes,

\[
-D\nabla n_0+n_0\mathbf w=0
\quad\Longrightarrow\quad
\mathbf w=D\,\nabla\ln n_0 .
\]

In low injection the excess carriers are taken to leave \(\mathbf w\) unchanged. Subtracting the equilibrium flux leaves the flux of the excess,

\[
\mathbf F=-D\left(\nabla n-n\nabla\ln n_0\right)
=-Dn_0\,\nabla\!\left(\frac{n}{n_0}\right),
\]

because \(n_0\nabla(n/n_0)=\nabla n-n\nabla n_0/n_0\). With generation rate \(g(\mathbf r)\) and linear recombination, the steady balance and the condition on the recombining surfaces are

\[
\nabla\cdot\mathbf F=g-\frac n\tau\ \text{ in }\Omega,
\qquad
\boldsymbol\nu\cdot\mathbf F=Sn\ \text{ on }\Sigma .
\]

In the dark, \(g=0\). If the quasi-Fermi levels are flat across the depletion region, the product of electron and hole densities at \(J\) is \(e^{V/kT}\) times its equilibrium value. In low injection the hole density keeps its equilibrium value, so the electron density becomes \(n_0e^{V/kT}\) and the excess is \(n_0(e^{V/kT}-1)\). The normalised quantity

\[
u=\frac{n_{\rm dark}}{n_0\,(e^{V/kT}-1)}
\]

therefore satisfies

\[
\nabla\cdot(Dn_0\nabla u)=\frac{n_0u}{\tau},\qquad
u=1\ \text{on }J,\qquad
D\,\partial_\nu u=-Su\ \text{on }\Sigma .
\]

The bias has dropped out. The condition for this is low injection, not \(V\ll kT\).

In the collection problem the junction is at short circuit, so the excess vanishes on \(J\), and a source \(g\) acts in the base. With \(v=n/n_0\),

\[
\nabla\cdot(Dn_0\nabla v)=\frac{n_0v}{\tau}-g,\qquad
v=0\ \text{on }J,\qquad
D\,\partial_\nu v=-Sv\ \text{on }\Sigma .
\]

Multiply the equation for \(v\) by \(u\), the equation for \(u\) by \(v\), and subtract. The recombination terms are both \(n_0uv/\tau\) and cancel at each point, whatever the form of \(\tau(\mathbf r)\):

\[
u\nabla\cdot(Dn_0\nabla v)-v\nabla\cdot(Dn_0\nabla u)=-ug .
\]

The left side is a divergence. By the product rule,

\[
\nabla\cdot\left[Dn_0(u\nabla v-v\nabla u)\right]
=u\nabla\cdot(Dn_0\nabla v)-v\nabla\cdot(Dn_0\nabla u)
+Dn_0(\nabla u\cdot\nabla v-\nabla v\cdot\nabla u),
\]

and the last bracket is zero. A varying \(D\) does no harm because it stands between the two derivatives. Integrating over \(\Omega\) gives

\[
\int_{J\cup\Sigma}Dn_0\,(u\,\partial_\nu v-v\,\partial_\nu u)\,dA
=-\int_\Omega ug\,d^3r .
\]

On \(\Sigma\) the integrand is \(n_0[u(-Sv)-v(-Su)]=0\), for any \(S(\mathbf r)\). On \(J\), \(u=1\) and \(v=0\), so the integrand is \(Dn_0\,\partial_\nu v\). The collected flux is the outward flux through \(J\),

\[
I=\int_J\boldsymbol\nu\cdot\mathbf F\,dA
=-\int_J Dn_0\,\partial_\nu v\,dA
=\int_\Omega u(\mathbf r)\,g(\mathbf r)\,d^3r .
\]

Now let \(g\) be a source of unit total rate concentrated ever more closely around \(\mathbf r_0\). The left side tends to \(f(\mathbf r_0)\) by definition, and the right side tends to \(u(\mathbf r_0)\) because \(u\) is continuous. Hence \(f=u\), which is the statement. One dark solution thus gives the collected current for every generation profile.

The dark problem fixes \(u\) uniquely. The difference \(w\) of two solutions vanishes on \(J\) and obeys the same equation and condition on \(\Sigma\). Multiplying its equation by \(w\) and integrating by parts gives

\[
\int_\Omega\left(Dn_0|\nabla w|^2+\frac{n_0w^2}{\tau}\right)d^3r
+\int_\Sigma Sn_0w^2\,dA=0 .
\]

No term can be negative, so \(w=0\). The same argument bounds \(u\). Multiplying the equation for \(u\) by its negative part \(\min(u,0)\), which vanishes on \(J\), gives this identity with the negative part in place of \(w\), so \(u\ge0\). Multiplying instead by \(m=\max(u-1,0)\), which also vanishes on \(J\), gives

\[
\int_\Omega\left(Dn_0|\nabla m|^2+\frac{n_0um}{\tau}\right)d^3r
+\int_\Sigma Sn_0um\,dA=0 .
\]

Since \(u>1\) wherever \(m>0\), every term is again non-negative, so \(m=0\) and \(u\le1\). The result is a proper probability.

It is also the probability for a single random walker. For uniform \(n_0\), the density \(P\) of a walker obeys

\[
\partial_tP=\nabla\cdot(D\nabla P)-\frac P\tau
=\nabla^2(DP)-\nabla\cdot(P\nabla D)-\frac P\tau .
\]

This describes steps \(\boldsymbol\delta\) in a short time \(dt\) with mean \(\nabla D\,dt\) and second moments \(\langle\delta_i\delta_j\rangle=2D\,dt\,\delta_{ij}\), and death with probability \(dt/\tau\). The chance of eventual collection from \(\mathbf r\) equals the chance of surviving the next step times the mean chance from the new position:

\[
f(\mathbf r)=\left(1-\frac{dt}{\tau}\right)\langle f(\mathbf r+\boldsymbol\delta)\rangle
=f+dt\left(\nabla D\cdot\nabla f+D\nabla^2f-\frac f\tau\right)+\dots
\]

The bracket must vanish, so \(\nabla\cdot(D\nabla f)=f/\tau\), the equation of the dark density. If \(n_0\) varies, the mean step gains \(D\nabla\ln n_0\,dt\), and the bracket becomes \(n_0^{-1}\nabla\cdot(Dn_0\nabla f)-f/\tau\). This is the equation for \(u\), not the one for the density itself.

A uniform one-dimensional base, \(0\le x\le W\) with the junction at \(x=0\), shows the limits. With \(L=\sqrt{D\tau}\), the equation \(u''=u/L^2\) has the solution \(u=A\cosh[(W-x)/L]+B\sinh[(W-x)/L]\). At the back \(u'(W)=-B/L\) and \(u(W)=A\), so \(Du'=-Su\) gives \(B=(SL/D)A\). Setting \(u(0)=1\),

\[
f(x)=\frac{\cosh\frac{W-x}{L}+\frac{SL}{D}\sinh\frac{W-x}{L}}
{\cosh\frac WL+\frac{SL}{D}\sinh\frac WL}.
\]

In a thick base, at points with \(W-x\gg L\), both hyperbolic functions approach half the growing exponential and \(f\to e^{-x/L}\). In a thin base, \(W\ll L\), the hyperbolic cosine tends to 1 and the sine to its argument, so

\[
f(x)\to\frac{1+S(W-x)/D}{1+SW/D}.
\]

Bulk recombination has dropped out of this limit, and the back surface competes with diffusion across the base. Unless \(S\) is much larger than \(W/\tau\), however, bulk recombination still makes up a good part of the small loss that remains.

The worked example is a p-type silicon base at 300 K, with \(kT=0.02585\) eV, \(W=180\) µm and \(S=500\) cm/s at the back. The net doping is uniform, \(N_A=10^{16}\) cm⁻³. The diffusivity falls linearly from 28 to 20 cm²/s towards the back and the lifetime exponentially from 40 to 5 µs, as rising compensation and impurity content could cause. With \(n_i=10^{10}\) cm⁻³, \(n_0=n_i^2/N_A=10^4\) cm⁻³. At 0.30 V the edge excess is

\[
10^4\left(e^{0.30/0.02585}-1\right)\ \text{cm}^{-3}=1.10\times10^{9}\ \text{cm}^{-3}.
\]

Although \(V\) is nearly twelve times \(kT\), this is only \(1.1\times10^{-7}\) of the doping, so the bias is small in the sense that matters.

The collection probability was computed in two ways. One solves the dark problem. The other places a unit source at depth \(x\), with zero excess at the junction, and matches solutions from the two ends so that the density is continuous and the flux jumps by one at the source. At five depths the two agree within \(3.1\times10^{-12}\) in absolute value:

| Depth (µm) | \(f\) |
|---:|---:|
| 10 | 0.960 |
| 45 | 0.824 |
| 90 | 0.663 |
| 135 | 0.529 |
| 180 | 0.444 |

A simulation of 6000 random walkers released at 90 µm gave 0.669 with a standard error of 0.006, one standard error from the tabulated value.

The dark electron current injected into the base at 0.30 V, 196 nA/cm², fixes the slope of \(f\) at the junction. Divided by the elementary charge and the edge excess, it gives a velocity

\[
v_J=\frac{1.96\times10^{-7}\ \text{A/cm}^2}
{(1.602\times10^{-19}\ \text{C})(1.096\times10^{9}\ \text{cm}^{-3})}
\approx1.12\times10^{3}\ \text{cm/s}.
\]

For uniform \(n_0\), \(v_J=-D(0)f'(0)\), so \(f\) starts with slope \(-1120/28=-40\) cm⁻¹, a loss of 0.04 in the first 10 µm, as the table shows. Integrating the dark balance across the base gives \(v_J=\int_0^W f/\tau\,dx+Sf(W)\). The surface term is \(500\times0.444=222\) cm/s, so about one fifth of this current recombines at the back and the rest in the bulk of the base. A measured dark current would also contain hole injection into the emitter and recombination in the depletion region. The latter would be roughly a tenth of the base current here, for midgap traps with electron and hole lifetimes of 40 µs.

For light entering through the junction with an absorption length \(\ell=50\) µm, \(g=e^{-x/\ell}/\ell\) per entering photon, and the base absorbs \(1-e^{-180/50}=0.973\). Weighting \(g\) with the dark profile and dividing by the absorbed fraction gives 0.832 collected electrons per absorbed photon. Solving the illuminated problem directly gives the same number to the six printed digits.

To show the effect of a built-in field, let the doping rise exponentially tenfold from front to back, with \(D(x)\), \(\tau(x)\) and \(S\) held fixed. Then \(n_0(x)=n_0(0)\,10^{-x/W}\), and the drift velocity \(D\,d\ln n_0/dx\) points towards the junction. At the back the plain ratio \(n_{\rm dark}(W)/n_{\rm dark}(0)\) is 0.063, whereas the point-source calculation gives \(f=0.635\). Dividing by the local equilibrium density multiplies the plain ratio by 10 and restores agreement. The field has raised collection from the back from 0.444 to 0.635.

The integral form was also tested in two dimensions, on the unit square in model units, with the junction at \(y=0\), reflecting sides at \(x=0\) and \(x=1\), and a recombining back at \(y=1\). With \(c=\cos\pi x\), the inputs were \(D=1+0.4cy\), \(\tau=0.5+0.2c\cos2y\), \(n_0=e^{0.6cy-0.5y}\), \(S=1+0.5c\) and \(g=e^{2c-8(y-0.6)^2}\). The collected current and the integral of \(ug\) both came out as 0.67967137.

The lemma fails when the dark problem ceases to be linear. As a model of this, let the recombination rate be \((n/\tau)(1+n/N_A)\), with \(D\) and \(S\) unchanged. Since holes now increase with electrons, the junction law becomes \(n(N_A+n)=n_i^2(e^{V/kT}-1)\), where \(n_0\) has been neglected beside \(N_A\). At 0.30 V the normalised dark profile moves by at most \(1.2\times10^{-8}\). At 0.70 V the edge excess is 0.41 of the doping and the profile moves by up to 0.038, so it no longer gives the collection probability for weak light. The size and sign of the shift depend on the recombination law. In this model recombination quickens with injection and the profile falls; for midgap traps with equal electron and hole lifetimes it slows, and with \(D\) and \(S\) again unchanged the profile rises.

The thickness, doping and diffusivity are roughly typical of crystalline silicon cells. The lifetimes and the back velocity describe a mediocre wafer with a modest rear surface; good modern cells have much longer lifetimes and lower velocities. Cells in sunlight often run warmer. At 330 K, with \(D\) scaled roughly as \(T^{-1.4}\) and the lifetime held fixed, \(f\) at 90 µm falls by 0.025. Trap lifetimes in silicon often rise with temperature, which works the other way: with \(\tau\propto T\) the fall is only 0.010, and with \(\tau\propto T^2\) the change is slightly positive. A photocurrent of roughly 40 mA/cm², if carried by holes across the whole base with a mobility of 430 cm²/Vs (compensation would lower it and raise the drop somewhat), causes an ohmic drop of 1.0 mV. Its field pushes electrons towards the junction and raises \(f\) at 90 µm by 0.004. The depletion edge moves by 0.06 µm between 0 and 0.30 V, which changes \(f\) by at most about \(2.5\times10^{-4}\), and a finite escape speed at the junction costs about \(2\times10^{-4}\). With a rough radiative coefficient, radiation accounts for 0.2% of recombination at the front, where the lifetime is longest, so reabsorbed photons, which would make the balance nonlocal, matter little. In the depletion approximation, with an emitter doping of \(10^{19}\) cm⁻³, the peak junction field is 0.05 MV/cm. The true peak depends on the emitter profile: at a perfectly abrupt junction, electrons spilling out of the emitter raise it to nearly 0.2 MV/cm within a layer about 10 nm thick, while a diffused emitter 0.3 µm deep gives about 0.04 MV/cm. Across the bulk of the depletion region the field stays well below the few tenths of a MV/cm at which silicon roughly breaks down. Band-to-band tunnelling is negligible: the built-in voltage, 0.89 V, is less than the gap of 1.12 eV, so at zero or forward bias the bands do not overlap, and the tunnelling exponent at the depletion-approximation field is about 690. The remaining estimates are in the numerical output.

## Computed results

```
Temperature 300 K, kT = 0.02585 eV
Base thickness 180 um, back velocity S = 500 cm/s
D front, back: 28, 20 cm2/s
Mobility front, back: 1083, 774 cm2/Vs
Lifetime front, back: 40, 5 us
Net doping 1.0e+16, n_i 1.0e+10, n0 1.0e+04 cm-3
Bias 0.30 V: edge excess density 1.096e+09 cm-3
Dark diffusion current 196.261 nA/cm2
Depth (um) | dark dn/dn(edge) | point-source collection
     10  0.960223  0.960223
     45  0.824273  0.824273
     90  0.662800  0.662800
    135  0.528935  0.528935
    180  0.443922  0.443922
Largest difference of the two columns 3.1e-12
Mesh shift, 21 to 41 nodes 1.8e-13
Random walk from 90 um: 0.6687, sigma 0.0061, 6000 walkers
Absorption length 50 um, absorbed 0.9727
Collected per absorbed photon, direct 0.831753
Collected per absorbed photon, lemma  0.831753
2D test (model units): current 0.67967137
2D test (model units): weighted source 0.67967137
Graded doping, back/front ratio 10:
Depth (um) | plain ratio | local ratio | collection
     90  0.265056  0.838181  0.838181
    180  0.063472  0.634725  0.634725
Neglected effects (changes in f are absolute):
Injection dn/N_A at 0.30 V 1.10e-07, f shift 1.2e-08
Injection dn/N_A at 0.70 V 0.408, f shift 0.0379
One sun, rough 40 mA/cm2: max dn/N_A 2.36e-03
Hole mobility 430 cm2/Vs, ohmic drop 1.045 mV
Ohmic field changes f(90 um) by +0.0043
Emitter doping 1e+19 cm-3, built-in voltage 0.893 V
Depletion width at 0 V 0.340 um
Edge motion 0.063 um, f change about 2.5e-04
Conductivity mass 0.258 m_e, escape speed 5.29e+06 cm/s
Loss from finite escape speed 2.1e-04
At 330 K f(90 um) changes by -0.0246
Radiative share of front recombination 2.0e-03
Degeneracy correction of majority statistics 1.2e-04
Peak junction field 0.0526 MV/cm
Band-to-band tunnelling exponent 689
```
